# Separable nonlocal pseudopotentials on a periodic real-space grid

A crystal is described on a uniform real-space grid. The ionic pseudopotential considered here acts differently on different angular momenta, so part of it is an integral operator rather than multiplication by a function of position. The problem is to apply this operator to a Bloch orbital using the grid points of one cell, to find its energy and its force on an atom, and to count the work.

**Setting.** Hartree atomic units are used. Lattice vectors are called $\mathbf R$ or $\mathbf S$. The grid is fixed in space and commensurate with the lattice: a grid point shifted by a lattice vector is again a grid point. Each point carries a volume $\Delta V$, and $\mathbf r_g$ denotes the points of one cell. Orbitals satisfy

$$\psi_{n\mathbf k}(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}(\mathbf r),\qquad \Delta V\sum_g\psi_{m\mathbf k}^*(\mathbf r_g)\psi_{n\mathbf k}(\mathbf r_g)=\delta_{mn}.$$

Atom $a$ at $\boldsymbol\tau_a$ has $p$ real projector functions $\beta_i(\mathbf r-\boldsymbol\tau_a)$, coupled by a real symmetric matrix $D_{ij}$. The species label on $\beta_i$ and $D_{ij}$ is suppressed. With all periodic images included, the operator is

$$\hat V=\sum_{a\mathbf R}\sum_{ij}|\beta_i^{a\mathbf R}\rangle D_{ij}\langle\beta_j^{a\mathbf R}|,\qquad \beta_i^{a\mathbf R}(\mathbf r)=\beta_i(\mathbf r-\boldsymbol\tau_a-\mathbf R).$$

The projectors are compact: they vanish at distances $r_c$ and beyond. This is natural when a projector is built as $(V_l-V_{\rm loc})\phi_l$, with $V_l$ the potential for angular momentum $l$, $V_{\rm loc}$ the common local potential and $\phi_l$ an atomic pseudo-orbital. Outside the core both potentials equal the same ionic potential, which tends to the Coulomb tail at large distance, and their difference is zero.

## (a) One set of coefficients for all images

*Replace the integral in $\langle\beta_i^{a\mathbf R}|\psi_{\mathbf k}\rangle$ by a sum over the grid points of all space. How is the result for image $\mathbf R$ related to that for $\mathbf R=0$?*

**Solution.** Let $\mathbf x$ run over all grid points. The sum is finite because the projector is compact:

$$\langle\beta_i^{a\mathbf R}|\psi_{\mathbf k}\rangle=\Delta V\sum_{\mathbf x}\beta_i(\mathbf x-\boldsymbol\tau_a-\mathbf R)\,\psi_{\mathbf k}(\mathbf x).$$

Put $\mathbf x=\mathbf y+\mathbf R$. Commensurability makes $\mathbf y$ run over the same grid, and the Bloch condition gives $\psi_{\mathbf k}(\mathbf y+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}(\mathbf y)$. Therefore

$$\langle\beta_i^{a\mathbf R}|\psi_{\mathbf k}\rangle=e^{i\mathbf k\cdot\mathbf R}c_i^a,\qquad c_i^a=\Delta V\sum_{\mathbf y}\beta_i(\mathbf y-\boldsymbol\tau_a)\psi_{\mathbf k}(\mathbf y).$$

The infinitely many images need $p$ numbers per atom and orbital. Renaming an atom by its image in another cell multiplies all its coefficients by one common phase, which cancels in products $c_i^{a*}c_j^a$.

## (b) The action within one cell

*The sum for $c_i^a$ may still reach outside the chosen cell. Rewrite it, and the function $\hat V\psi_{\mathbf k}$, using points $\mathbf r_g$ of that cell alone. What must a program store?*

**Solution.** Every grid point of space has a unique form $\mathbf y=\mathbf r_g+\mathbf R$. Substituting this and using the Bloch condition,

$$c_i^a=\Delta V\sum_g\sum_{\mathbf R}\beta_i(\mathbf r_g+\mathbf R-\boldsymbol\tau_a)\,e^{i\mathbf k\cdot\mathbf R}\psi_{\mathbf k}(\mathbf r_g).$$

The factor multiplying $\psi_{\mathbf k}$ is the complex conjugate of a folded projector:

$$B_{i\mathbf k}^a(\mathbf r)=\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\beta_i(\mathbf r+\mathbf R-\boldsymbol\tau_a),\qquad c_i^a=\Delta V\sum_gB_{i\mathbf k}^{a*}(\mathbf r_g)\psi_{\mathbf k}(\mathbf r_g).$$

For the action, insert the result of (a) into the definition of $\hat V$:

$$(\hat V\psi_{\mathbf k})(\mathbf r)=\sum_a\sum_{ij}\left[\sum_{\mathbf R}\beta_i(\mathbf r-\boldsymbol\tau_a-\mathbf R)e^{i\mathbf k\cdot\mathbf R}\right]D_{ij}c_j^a.$$

The sum covers all lattice vectors, so $\mathbf R$ may be renamed $-\mathbf R$. The bracket then becomes $B_{i\mathbf k}^a(\mathbf r)$, and

$$(\hat V\psi_{\mathbf k})(\mathbf r_g)=\sum_a\sum_{ij}B_{i\mathbf k}^a(\mathbf r_g)D_{ij}c_j^a.$$

The result must itself be a Bloch function. With $\mathbf R'=\mathbf R+\mathbf S$,

$$B_{i\mathbf k}^a(\mathbf r+\mathbf S)=\sum_{\mathbf R'}e^{-i\mathbf k\cdot(\mathbf R'-\mathbf S)}\beta_i(\mathbf r+\mathbf R'-\boldsymbol\tau_a)=e^{i\mathbf k\cdot\mathbf S}B_{i\mathbf k}^a(\mathbf r),$$

as required. Folding only reorders a finite sum, so it adds no error to that of the grid itself.

The storage rule follows. Find the grid points $\mathbf x$ inside the sphere around $\boldsymbol\tau_a$, without regard to cell boundaries. Write each as $\mathbf x=\mathbf r_g+\mathbf R$, and store the index $g$ with the value $e^{-i\mathbf k\cdot\mathbf R}\beta_i(\mathbf x-\boldsymbol\tau_a)$. Applying $\hat V$ consists of gathering $c_j^a$ from these points with the complex conjugates of the stored values, multiplying by $D$, and scattering back to the same points with the stored values themselves.

If a lattice vector is shorter than $2r_c$, two points of one sphere can have the same index $g$. Both contributions must then be kept: either the stored values are added, or the entries stay separate and the program accumulates them when it scatters. Keeping only the nearest image would lose part of the sum. The numerical check compares the folded action with the full-space sum over images, both for $r_c=2$ bohr and for $r_c=3.5$ bohr in a cell of side 6 bohr; the second sphere overlaps its own images.

## (c) The energy and its derivative

*Let $w_{\mathbf k}$ be the k-point weights, with sum one, and $f_{n\mathbf k}$ the occupations. Find the nonlocal energy per cell. Show that its derivative with respect to the orbital reproduces the action in (b).*

**Solution.** For one orbital the expectation value per cell is

$$\Delta V\sum_g\psi^*(\mathbf r_g)(\hat V\psi)(\mathbf r_g)=\sum_a\sum_{ij}\left[\Delta V\sum_g\psi^*(\mathbf r_g)B_{i\mathbf k}^a(\mathbf r_g)\right]D_{ij}c_j^a.$$

The bracket is $c_i^{a*}$. Adding the occupied orbitals gives

$$E_{\rm NL}=\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\sum_a\sum_{ij}c_{i,n\mathbf k}^{a*}D_{ij}c_{j,n\mathbf k}^a.$$

It is real because $D$ is real and symmetric. The same algebra with two different orbitals gives $\langle\phi|\hat V\psi\rangle=\sum_{a,ij}c_i^a[\phi]^*D_{ij}c_j^a[\psi]$. Exchanging $\phi$ and $\psi$ gives the complex conjugate, so the grid operator is Hermitian.

For the derivative, treat $\psi$ and $\psi^*$ as independent variables. Only $c_i^{a*}$ contains $\psi^*$, and $\partial c_i^{a*}/\partial\psi^*(\mathbf r_g)=\Delta V\,B_{i\mathbf k}^a(\mathbf r_g)$. Hence

$$\frac{\partial E_{\rm NL}}{\partial\psi_{n\mathbf k}^*(\mathbf r_g)}=w_{\mathbf k}f_{n\mathbf k}\,\Delta V\,(\hat V\psi_{n\mathbf k})(\mathbf r_g).$$

Energy and action therefore belong to the same discrete problem. The force depends on this consistency.

## (d) The force on an atom

*The orbitals change when an atom moves. Show that, for converged orbitals and fixed occupations, this response drops out of the force. Then find the nonlocal force $\mathbf F_a$.*

**Solution.** Let $E$ be the total energy in a mean-field theory whose orbital derivative is $\partial E/\partial\psi_{n\mathbf k}^*(\mathbf r_g)=w_{\mathbf k}f_{n\mathbf k}\Delta V(\hat H\psi_{n\mathbf k})(\mathbf r_g)$, as in Kohn–Sham theory. Converged orbitals obey $\hat H\psi_{n\mathbf k}=\varepsilon_{n\mathbf k}\psi_{n\mathbf k}$. The chain rule gives

$$\frac{dE}{d\boldsymbol\tau_a}=\frac{\partial E}{\partial\boldsymbol\tau_a}+\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\Delta V\sum_g\left[\frac{\partial\psi_{n\mathbf k}^*}{\partial\boldsymbol\tau_a}\hat H\psi_{n\mathbf k}+\text{c.c.}\right].$$

Inserting the eigenvalue equation turns the second term into

$$\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\varepsilon_{n\mathbf k}\frac{d}{d\boldsymbol\tau_a}\left[\Delta V\sum_g|\psi_{n\mathbf k}(\mathbf r_g)|^2\right]=0.$$

The bracket stays equal to one, and neither the grid nor $\Delta V$ moves with the atoms. There is thus no extra force from a moving basis, and the explicit derivative at frozen orbitals suffices. If the orbitals are not converged, $\hat H\psi-\varepsilon\psi$ is not zero and the omitted term is of first order in this residual.

The explicit dependence of $E_{\rm NL}$ on $\boldsymbol\tau_a$ is in the projectors. Since $\boldsymbol\tau_a$ enters with a minus sign,

$$\frac{\partial}{\partial\boldsymbol\tau_a}\beta_j(\mathbf r_g+\mathbf R-\boldsymbol\tau_a)=-(\nabla\beta_j)(\mathbf r_g+\mathbf R-\boldsymbol\tau_a).$$

Define the vector coefficient

$$\mathbf G_j^a=\Delta V\sum_g\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}(\nabla\beta_j)(\mathbf r_g+\mathbf R-\boldsymbol\tau_a)\psi_{\mathbf k}(\mathbf r_g),$$

so that $\partial c_j^a/\partial\boldsymbol\tau_a=-\mathbf G_j^a$. The product rule gives, for one orbital,

$$\frac{\partial}{\partial\boldsymbol\tau_a}\sum_{ij}c_i^{a*}D_{ij}c_j^a=-\sum_{ij}\left[\mathbf G_i^{a*}D_{ij}c_j^a+c_i^{a*}D_{ij}\mathbf G_j^a\right].$$

Exchange the names $i$ and $j$ in the first term and use $D_{ji}=D_{ij}$. It becomes $\sum_{ij}c_i^aD_{ij}\mathbf G_j^{a*}$, the complex conjugate of the second. The bracket therefore sums to twice a real part. The force is minus the energy derivative, so the two minus signs cancel:

$$\mathbf F_a=2\,{\rm Re}\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\sum_{ij}c_{i,n\mathbf k}^{a*}D_{ij}\mathbf G_{j,n\mathbf k}^a.$$

The local potential and the ion–ion energy add their own explicit derivatives. The result assumes the plain normalization of the Setting and a fixed matrix $D$, as for norm-conserving pseudopotentials. In ultrasoft and PAW schemes the normalization contains an overlap operator $1+\sum|\beta_i\rangle q_{ij}\langle\beta_j|$ that moves with the atom. There $D_{ij}$ in the force is replaced by $D_{ij}-\varepsilon_{n\mathbf k}q_{ij}$, and the augmentation charges add further terms.

This formula differentiates the energy of the discrete problem, including its grid error. It needs the projectors to be differentiable at the grid points. If a projector jumped at $r_c$, the energy would jump whenever a grid point entered the sphere. If only its slope jumped there, the energy would stay continuous but the force would jump. Continuous first derivatives, also at $r_c$, make $c_i^a$ and $\mathbf G_j^a$ continuous at given orbitals. The force is then a continuous function of the atomic position as long as the occupied orbitals change continuously. This can fail when a level crosses another of different occupation, or when a self-consistent calculation jumps from one solution to another.

## (e) The work per orbital

*Take a cubic grid of spacing $h$, so $\Delta V=h^3$. How many grid points lie in one projector sphere on average, and what is a simple upper bound? How does the work of one application of $\hat V$ grow with the number of atoms $N_a$, at fixed atomic density, $h$, $r_c$ and $p$?*

**Solution.** Let $n_s(\boldsymbol\tau)$ be the number of points in a sphere centred at $\boldsymbol\tau$. Average over all positions of the centre within one grid cube. Summing over grid points while integrating over one cube is the same as integrating over all space, so

$$\bar n_s=\frac1{h^3}\int_{\rm cube}d^3\tau\sum_{\mathbf x}\theta(r_c-|\mathbf x-\boldsymbol\tau|)=\frac1{h^3}\int d^3s\,\theta(r_c-|\mathbf s|)=\frac{4\pi}{3}\left(\frac{r_c}{h}\right)^3,$$

where $\theta$ is the unit step function. For an upper bound, centre a cube of side $h$ on each point in the sphere. The cubes do not overlap, and no part of a cube is farther than $\sqrt3h/2$ from its centre. They all fit in a sphere of radius $r_c+\sqrt3h/2$, hence

$$n_s\le\frac{4\pi}{3}\left(\frac{r_c}{h}+\frac{\sqrt3}{2}\right)^3.$$

The bound is generous rather than tight, but neither number contains $N_a$. Per atom, gathering takes $pn_s$ multiplications, scattering takes $pn_s$, and the matrix $D$ takes $p^2$. The average work per orbital is

$$W=N_a(2p\bar n_s+p^2),$$

which is linear in $N_a$. The force needs three further gathers per atom, for the components of $\mathbf G_j^a$, and small contractions with $D$. It is linear as well.

Compactness is essential here. If every projector were stored on all $N_g$ points of the cell, the work would be $N_a(2pN_g+p^2)$. At fixed density $N_g\propto N_a$, and the leading term is quadratic. The linear law also refers to one orbital. The number of occupied orbitals grows with $N_a$, so applying $\hat V$ to all of them costs of order $N_a^2$ when each extends over the cell. Refining the grid raises $\bar n_s$ as $h^{-3}$.

## (f) A model crystal

*A cubic cell of side $L=6$ bohr has a $12^3$ grid, $h=0.5$ bohr. Atom 1 is at $(0.3,0.4,0.2)$ bohr and atom 2 at $(3.2,2.9,3.4)$ bohr. With $u=1-r^2/r_c^2$ and $r_c=2$ bohr, each atom has projectors proportional to $u^4$ ($s_1$), $(r^2/r_c^2)u^4$ ($s_2$) and $(x,y,z)u^4/r_c$ (three $p$), each with $\int\beta^2d^3r=1$. In hartree, $D_{s_1s_1}=-1.0$, $D_{s_2s_2}=0.5$, $D_{s_1s_2}=0.3$ and $D_{pp}=-0.8$.*

*Non-interacting electrons, with the kinetic energy discretized by eighth-order finite differences, also feel a potential $-V_0[\cos(2\pi x/L)+\cos(2\pi y/L)+\cos(2\pi z/L)]$ fixed in space, with $V_0=0.2$ hartree. Two k points, $(0.25,0.10,-0.15)$ and $(-0.10,0.30,0.20)$ in units of $2\pi/L$, have weight 0.5 each. The two lowest orbitals at each are doubly occupied.*

*For the lowest orbital at the first k point, diagonalization gives on atom 1: $|c_{s_1}|^2=0.10539$, $|c_{s_2}|^2=0.15424$, ${\rm Re}(c_{s_1}^*c_{s_2})=0.12750$ and $\sum_p|c_p|^2=0.01554$. Find this atom's energy from this orbital. Then examine the role of the Bloch phases, the force and the work.*

**Solution.** The off-diagonal element occurs twice in the double sum:

$$\begin{aligned}\sum_{ij}c_i^*D_{ij}c_j&=-1.0(0.10539)+0.5(0.15424)\\&\quad+2(0.3)(0.12750)-0.8(0.01554)\\&=-0.10539+0.07712+0.07650-0.01243\\&=0.0358\ \text{hartree}.\end{aligned}$$

The contribution is repulsive although $D_{s_1s_1}$ and $D_{pp}$ are attractive: the $s_2$ term and the coupling outweigh them. Its factor in the energy per cell is $w_{\mathbf k}f=0.5\times2=1$. Summed over both atoms and all occupied orbitals, the nonlocal energy is negative, $E_{\rm NL}=-0.1024$ hartree, or $-2.788$ eV.

If the same orbitals are used but every factor $e^{-i\mathbf k\cdot\mathbf R}$ in the projectors is replaced by one, the result is $-0.0610$ hartree. The error is 0.0414 hartree, about 40% of the magnitude of the correct value. It comes from atom 1, whose sphere crosses the cell boundaries. The sphere of atom 2 lies inside the cell, where $\mathbf R=0$ and the phase is one anyway.

For the $x$ component of the force on atom 1, the two k points contribute $-0.00309$ and $0.00740$ hartree/bohr, with sum 0.00431. The full vector is

$$\mathbf F_1=(0.00431,\,0.00474,\,0.01833)\ \text{hartree/bohr}=(0.222,\,0.244,\,0.942)\ \text{eV/Å}.$$

In this model only the nonlocal term depends on the atomic positions, so $\mathbf F_1$ must equal minus the total derivative of the band energy $\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\varepsilon_{n\mathbf k}$. Finite differences of this energy, with the orbitals recomputed at each displacement, agree with the formula to about $4\times10^{-9}$ hartree/bohr in every component. This tests the cancellation of the orbital response in (d) as well as the explicit derivative.

The force on atom 2 is $(0.00113,0.00245,-0.00100)$ hartree/bohr. The two forces do not add to zero, and they need not: the cosine potential and the grid both stay in place when the two atoms are shifted together, so the energy may change. The cosine potential supplies nearly all of the sum. With $V_0=0$, where only the grid breaks the translation symmetry, every component of the sum is below $10^{-4}$ hartree/bohr. With $V_0=0.2$ hartree the sum is $(0.0054,0.0072,0.0173)$ hartree/bohr on the $12^3$ grid and still $(0.0054,0.0070,0.0178)$ on a $32^3$ grid.

Agreement with the discrete derivative does not measure the grid error. The digits quoted above belong to the discrete problem at $h=0.5$ bohr. On $24^3$ and $32^3$ grids $E_{\rm NL}$ becomes $-0.1020$ hartree and $\mathbf F_1$ about $(0.0043,\,0.0046,\,0.0188)$ hartree/bohr, a shift of about 3% in the $y$ and $z$ components. How well the grid samples the projectors can be seen from the sum $h^3\sum_g\beta_i^2$, which should equal one; this sum tests the projectors alone and does not bound the relative error of the energy or of the force. For 20 random atomic positions its largest deviation is $8.5\times10^{-4}$ at $h=0.5$ bohr and $8.6\times10^{-8}$ at $h=0.25$ bohr. The deviation oscillates as it falls with $h$, and $h=0.25$ bohr lies in a dip: at $h=0.26$ and $0.24$ bohr it is of order $10^{-6}$.

For the work, $r_c/h=4$ gives $\bar n_s=268.08$ and an upper bound of 482.6 points. With $p=5$ the expected number of multiplications per atom is $2(5)(268.08)+25\approx2706$. Counting the entries actually stored for randomly placed atoms, in cells lengthened in proportion to $N_a$, gives:

| Atoms | Compact, per atom | Compact, total | Whole-cell storage |
|---:|---:|---:|---:|
| 4 | 2647.5 | 10590 | 138340 |
| 16 | 2704.4 | 43270 | 2212240 |
| 64 | 2702.2 | 172940 | 35391040 |

From 4 to 64 atoms, a factor of 16, the compact work grows by a factor of 16.3 and the whole-cell work by a factor of 256. The small departure from 16 arises because the number of grid points in a sphere varies with the position of its centre.

## Calculated quantities

```
cell side 6.0 bohr, grid 12^3, spacing 0.5 bohr, rc 2.0 bohr
atom 1 at [0.3 0.4 0.2] bohr, atom 2 at [3.2 2.9 3.4] bohr
D(s1,s1) -1.0, D(s2,s2) 0.5, D(s1,s2) 0.3, D(p,p) -0.8 hartree
fixed potential -V0*(cos+cos+cos), V0 = 0.2 hartree
k weight 0.5, occupation 2.0, orbitals per k 2
k1 in units of 2pi/L: [ 0.25  0.1  -0.15]
k1 lowest three levels (hartree): -0.0051469  0.2300049  0.3084356
k2 in units of 2pi/L: [-0.1  0.3  0.2]
k2 lowest three levels (hartree):  0.0096801  0.2089993  0.2886783
smallest gap above occupied levels: 0.07843 hartree
relative action error, rc=2.0 bohr, 6^3 grid: 2.7e-16
relative action error, rc=3.5 bohr, 6^3 grid: 6.3e-16
largest projector norm error, h=0.50 bohr: 8.5e-04
largest projector norm error, h=0.25 bohr: 8.6e-08
k1, orbital 1, atom 1 (coefficients dimensionless):
  |c_s1|^2 = 0.105390, |c_s2|^2 = 0.154240
  Re(c_s1* c_s2) = 0.127496
  sum of |c_p|^2 = 0.015542
  c* D c = 0.035794 hartree
band energy per cell: 0.443537 hartree
nonlocal energy per cell: -0.102447 hartree = -2.7877 eV
same orbitals, Bloch phases omitted: -0.061028 hartree
error from omitting phases: 0.041420 hartree
forces in hartree/bohr, components x y z:
  atom 1, part from k1:        -0.0030899  0.0098755  0.0058728
  atom 1, part from k2:         0.0074009 -0.0051328  0.0124529
  atom 1, formula:              0.0043110  0.0047428  0.0183256
  atom 1, -d(band energy):      0.0043110  0.0047428  0.0183256
  atom 2, formula:              0.0011319  0.0024482 -0.0010008
  atom 2, frozen-orbital -dE:   0.0011319  0.0024482 -0.0010008
largest difference, atom 1: 4.1e-09 hartree/bohr
largest difference, atom 2: 1.5e-09 hartree/bohr
atom 1 force in eV/angstrom:  0.2216806  0.2438829  0.9423417
mean grid points per sphere, volume ratio: 268.08
upper bound on points per sphere: 482.6
multiplications per orbital (counts):
  atoms, grid points, compact, compact per atom, whole-cell
    4    3456    10590   2647.5      138340
    8    6912    21660   2707.5      553160
   16   13824    43270   2704.4     2212240
   32   27648    85980   2686.9     8848160
   64   55296   172940   2702.2    35391040
```
